**Threshold wavelength for free second sound**

The program tests the result that a free temperature pattern obeying the telegraph equation oscillates in time only for wavelengths below $4\pi c\tau$, where $c$ is the second-sound speed and $\tau$ the resistive relaxation time of the heat flux. For 3 km/s and 1 ns the formula gives 37.70 µm, and the eigenvalues of a grid version of the two first-order heat laws give 37.68 µm. Assertions compare the time evolution on that grid with the closed solutions on both sides of the threshold, including sign changes, decay per period and the finite drift of an overdamped pattern. A separate boundary-value calculation checks the complex wavenumber of a heater driven at fixed frequency. A kinetic model with 14 angular moments checks the leading correction for a normal scattering time of 10 ps: the threshold falls by 0.20 %, and the 5 µm grating decays 11.4 % faster. The output also sizes the effects of rough plate walls, finite beam width and heating under the stated assumptions.

## Program and output

```python
"""
Result under test: a free temperature pattern obeying
    T_tt + T_t/tau = c^2 T_xx
oscillates in time only for wavelength < 4*pi*c*tau.
c: second-sound speed; tau: resistive relaxation time of the heat flux.
k: wavenumber; omega: angular frequency; A: complex pattern amplitude.
Internal units are micrometre and nanosecond, so um/ns equals km/s.
The grid evolves energy balance and flux relaxation separately.
Heat flux is divided by heat capacity per volume.
"""
import numpy as np
from scipy.linalg import expm, solve_banded
from scipy.integrate import quad

c = 3.0
tau = 1.0
n_grid = 64
critical_length = 4*np.pi*c*tau
critical_k = 2*np.pi/critical_length


def grid_matrix(length):
    """Periodic staggered grid holding one wavelength."""
    h = length/n_grid
    identity = np.eye(n_grid)
    forward = (np.roll(identity, 1, axis=1) - identity)/h
    return np.block([[np.zeros((n_grid, n_grid)), forward.T],
                     [-c**2*forward, -identity/tau]])


def evolve(length, initial_rate, duration, steps):
    """Amplitude history for A(0)=1 and A'(0)=initial_rate."""
    k = 2*np.pi/length
    h = length/n_grid
    x = h*np.arange(n_grid)
    flux_amplitude = 1j*initial_rate/k
    temperature = np.cos(k*x)
    flux = np.real(flux_amplitude*np.exp(1j*k*(x + h/2)))
    state = np.concatenate([temperature, flux])
    propagator = expm(grid_matrix(length)*duration/steps)
    projection = 2*np.exp(-1j*k*x)/n_grid
    history = [projection @ state[:n_grid]]
    for _ in range(steps):
        state = propagator @ state
        history.append(projection @ state[:n_grid])
    return np.linspace(0, duration, steps + 1), np.array(history)


def sign_changes(values):
    return int(np.sum(values[1:]*values[:-1] < 0))


def bisect_threshold(oscillates, low, high):
    assert oscillates(low) and not oscillates(high)
    for _ in range(32):
        middle = (low + high)/2
        if oscillates(middle):
            low = middle
        else:
            high = middle
    return (low + high)/2


def grid_oscillates(length):
    # The uniform pattern always supplies two real eigenvalues.
    values = np.linalg.eigvals(grid_matrix(length))
    return np.sum(np.abs(values.imag) < 1e-4) <= 2


# Threshold from the discretized first-order laws.
grid_threshold = bisect_threshold(grid_oscillates, 30.0, 50.0)
# Relative grid error is about (2*pi/n_grid)^2/24 = 4e-4.
assert abs(grid_threshold/critical_length - 1) < 1e-3

# Free gratings: formulas against grid evolution.
long_wave, middle_wave, short_wave = 50.0, 20.0, 5.0
k_long = 2*np.pi/long_wave
root = np.sqrt(1/(4*tau**2) - (c*k_long)**2)
slow_rate = 1/(2*tau) - root
fast_rate = 1/(2*tau) + root
times, amplitude = evolve(long_wave, 0, 20, 800)
closed = (fast_rate*np.exp(-slow_rate*times)
          - slow_rate*np.exp(-fast_rate*times))/(fast_rate - slow_rate)
assert np.max(np.abs(amplitude - closed)) < 2e-3
long_crossings = sign_changes(amplitude.real)
assert long_crossings == 0
_, pushed = evolve(long_wave, -2.0, 20, 800)
pushed_crossings = sign_changes(pushed.real)
assert pushed_crossings == 1

# Initial one-way flux gives only a finite shift when overdamped.
_, drift = evolve(long_wave, -1j*c*k_long, 30, 300)
drift_shift = -np.angle(drift[-1])/k_long
earlier_shift = -np.angle(drift[200])/k_long
assert abs(drift_shift - earlier_shift) < 1e-3
assert abs(drift_shift - np.arctan(c*k_long/fast_rate)/k_long) < 0.01


def wave_data(length):
    k = 2*np.pi/length
    omega = np.sqrt((c*k)**2 - 1/(4*tau**2))
    return k, omega, omega/k, np.exp(-np.pi/(omega*tau))


k_mid, omega_mid, speed_mid, survival_mid = wave_data(middle_wave)
k_short, omega_short, speed_short, survival_short = wave_data(short_wave)
times, amplitude = evolve(middle_wave, 0, 20, 800)
closed = np.exp(-times/(2*tau))*(np.cos(omega_mid*times)
         + np.sin(omega_mid*times)/(2*omega_mid*tau))
assert np.max(np.abs(amplitude - closed)) < 2e-3
middle_crossings = sign_changes(amplitude.real)
assert middle_crossings >= 3
for length, omega, survival in [(middle_wave, omega_mid, survival_mid),
                                (short_wave, omega_short, survival_short)]:
    _, one_period = evolve(length, 0, 2*np.pi/omega, 100)
    assert abs(one_period[-1].real - survival) < 1e-3
    mode = -1/(2*tau) - 1j*omega
    t_check = 1.5/omega
    _, travelling = evolve(length, mode, t_check, 100)
    assert abs(np.angle(travelling[-1]) + omega*t_check) < 5e-3

# Wavelength for which one period leaves a fraction 1/e.
visible_length = critical_length/np.sqrt(1 + 4*np.pi**2)
values = np.linalg.eigvals(grid_matrix(visible_length))
oscillating = values[values.imag > 1e-4]
fundamental = oscillating[np.argmin(oscillating.imag)]
loss_exponent = -2*np.pi*fundamental.real/fundamental.imag
assert abs(loss_exponent - 1) < 2e-3

# Long-wave limit: slow grid mode approaches diffusion.
diffusivity = c**2*tau
very_long = 400.0
values = np.linalg.eigvals(grid_matrix(very_long))
grid_slow = np.sort(-values.real)[1]
diffusion_slow = diffusivity*(2*np.pi/very_long)**2
assert abs(grid_slow/diffusion_slow - 1) < 0.01

# Source at a fixed real frequency: spatial boundary problem.
drive_mhz = 10.0
drive_omega = 2*np.pi*drive_mhz*1e-3
drive_k = np.sqrt((drive_omega**2 + 1j*drive_omega/tau)/c**2)
h = 0.1
n_points = 3999
band = np.zeros((3, n_points), dtype=complex)
band[0, 1:] = 1/h**2
band[2, :-1] = 1/h**2
band[1] = -2/h**2 + (drive_omega**2 + 1j*drive_omega/tau)/c**2
source = np.zeros(n_points, dtype=complex)
source[0] = -1/h**2
driven = solve_banded((1, 1), band, source)
assert abs(driven[199] - np.exp(1j*drive_k*20.0)) < 1e-4
drive_length = 2*np.pi/drive_k.real
drive_decay = 1/drive_k.imag
drive_survival = np.exp(-drive_length/drive_decay)

# Kinetic model: one phonon speed, angular Legendre moments.
# Normal scattering conserves energy and flux; resistive only energy.
normal_time = 0.01
phonon_speed = np.sqrt(3)*c
stress_time = 1/(1/normal_time + 1/tau)


def kinetic_pair(length):
    k = 2*np.pi/length
    size = 14
    matrix = np.zeros((size, size))
    for order in range(size):
        if order == 1:
            matrix[order, order] = -1/tau
        elif order > 1:
            matrix[order, order] = -1/stress_time
        scale = k*phonon_speed/(2*order + 1)
        if order + 1 < size:
            matrix[order, order + 1] = -scale*(order + 1)
        if order > 0:
            matrix[order, order - 1] = scale*order
    values = np.linalg.eigvals(matrix)
    return values[np.argsort(-values.real)[:2]]


kinetic_threshold = bisect_threshold(
    lambda length: np.max(np.abs(kinetic_pair(length).imag)) > 1e-5,
    30.0, 50.0)
fourth_moment = quad(lambda mu: mu**4/2, -1, 1)[0]
viscosity = (3*fourth_moment - 1/3)*phonon_speed**2*stress_time
viscous_k = (c - np.sqrt(c**2 - viscosity/tau))/viscosity
viscous_length = 2*np.pi/viscous_k
kinetic_shift = kinetic_threshold/critical_length - 1
viscous_shift = viscous_length/critical_length - 1
assert abs(kinetic_shift/viscous_shift - 1) < 0.02
kinetic_decay = -np.mean(kinetic_pair(short_wave).real)
viscous_decay = 1/(2*tau) + viscosity*k_short**2/2
assert abs(kinetic_decay/viscous_decay - 1) < 0.01

# Wall drag near threshold, where s + 1/tau = 1/(2*tau).
plate = 100.0
shear_moment = quad(lambda mu: mu**2*(1 - mu**2)/4, -1, 1)[0]
shear_viscosity = 3*shear_moment*phonon_speed**2*stress_time
wall_rate = 1/(2*tau)
wall_layer = np.sqrt(shear_viscosity/wall_rate)
n_wall = 4999
h_wall = plate/(n_wall + 1)
wall_band = np.zeros((3, n_wall))
wall_band[0, 1:] = -shear_viscosity/h_wall**2
wall_band[2, :-1] = -shear_viscosity/h_wall**2
wall_band[1] = wall_rate + 2*shear_viscosity/h_wall**2
profile = solve_banded((1, 1), wall_band, np.full(n_wall, wall_rate))
wall_deficit = 1 - np.sum(profile)*h_wall/plate
assert abs(wall_deficit/(2*wall_layer/plate) - 1) < 0.01

# Wavenumber spread of a Gaussian heating envelope exp(-2*x^2/w^2).
beam_radius = 500.0
x = np.linspace(-1500, 1500, 601)
offset_k = np.linspace(-0.03, 0.03, 601)
spectrum = np.cos(np.outer(offset_k, x)) @ np.exp(-2*x**2/beam_radius**2)
k_spread = np.sqrt(np.sum(spectrum*offset_k**2)/np.sum(spectrum))
assert abs(k_spread*beam_radius/2 - 1) < 0.01

# Heating changes tau under the assumed inverse-cube temperature law.
temperature, heating, exponent = 100.0, 1.0, 3.0
heated_tau = tau*(1 + heating/temperature)**(-exponent)
heating_shift = heated_tau/tau - 1

print(f"Second-sound speed: {c:.1f} km/s")
print(f"Resistive time: {tau:.1f} ns")
print(f"Critical wavelength, formula: {critical_length:.2f} um")
print(f"Critical wavelength, grid: {grid_threshold:.2f} um")
print(f"Critical wavenumber: {critical_k:.4f} 1/um")
print(f"Amplitude decay rate, oscillatory: {1/(2*tau):.3f} 1/ns")
print(f"Thermal diffusivity: {diffusivity:.2f} um^2/ns")
print(f"Long grating wavelength: {long_wave:.1f} um")
print(f"Long grating wavenumber: {k_long:.4f} 1/um")
print(f"Long grating slow rate: {slow_rate:.4f} 1/ns")
print(f"Long grating fast rate: {fast_rate:.4f} 1/ns")
print(f"Long grating diffusion rate: {diffusivity*k_long**2:.4f} 1/ns")
print(f"Long grating sign changes in 20 ns: {long_crossings} (count)")
print(f"Same, initial rate -2 per ns: {pushed_crossings} (count)")
print(f"Long grating total one-way shift: {drift_shift:.2f} um")
for name, length, data in [
        ("Middle", middle_wave, (k_mid, omega_mid, speed_mid, survival_mid)),
        ("Short", short_wave,
         (k_short, omega_short, speed_short, survival_short))]:
    k, omega, speed, survival = data
    print(f"{name} grating wavelength: {length:.1f} um")
    print(f"{name} grating wavenumber: {k:.4f} 1/um")
    print(f"{name} grating angular frequency: {omega:.4f} rad/ns")
    print(f"{name} grating frequency: {omega*1000/(2*np.pi):.1f} MHz")
    print(f"{name} grating period: {2*np.pi/omega:.3f} ns")
    print(f"{name} grating phase speed: {speed:.3f} km/s")
    print(f"{name} amplitude left per period: {100*survival:.2f} %")
print(f"Middle grating sign changes in 20 ns: {middle_crossings} (count)")
print(f"Wavelength leaving 1/e per period: {visible_length:.2f} um")
print(f"Driven frequency: {drive_mhz:.1f} MHz")
print(f"Driven spatial wavelength: {drive_length:.1f} um")
print(f"Driven amplitude decay length: {drive_decay:.1f} um")
print(f"Driven amplitude left per wavelength: {100*drive_survival:.2f} %")
print(f"Assumed normal scattering time: {1000*normal_time:.1f} ps")
print(f"Kinetic phonon speed: {phonon_speed:.3f} km/s")
print(f"Kinetic critical wavelength: {kinetic_threshold:.2f} um")
print(f"Kinetic threshold shift: {100*kinetic_shift:.2f} %")
print(f"Short grating kinetic decay rate: {kinetic_decay:.4f} 1/ns")
print(f"Short grating extra decay: {100*(2*tau*kinetic_decay-1):.1f} %")
print(f"Assumed plate thickness: {plate:.1f} um")
print(f"Wall-layer thickness at threshold: {wall_layer:.3f} um")
print(f"Rough-wall mean flux deficit: {100*wall_deficit:.2f} %")
print(f"Assumed beam radius: {beam_radius:.1f} um")
print(f"Beam wavenumber spread/critical k: {100*k_spread/critical_k:.2f} %")
print(f"Assumed base temperature: {temperature:.1f} K")
print(f"Assumed heating: {heating:.1f} K")
print(f"Assumed inverse temperature power: {exponent:.1f} (no unit)")
print(f"Heating shift of critical wavelength: {100*heating_shift:.2f} %")
print("all assertions hold")
```

Output:

```
Second-sound speed: 3.0 km/s
Resistive time: 1.0 ns
Critical wavelength, formula: 37.70 um
Critical wavelength, grid: 37.68 um
Critical wavenumber: 0.1667 1/um
Amplitude decay rate, oscillatory: 0.500 1/ns
Thermal diffusivity: 9.00 um^2/ns
Long grating wavelength: 50.0 um
Long grating wavenumber: 0.1257 1/um
Long grating slow rate: 0.1716 1/ns
Long grating fast rate: 0.8284 1/ns
Long grating diffusion rate: 0.1421 1/ns
Long grating sign changes in 20 ns: 0 (count)
Same, initial rate -2 per ns: 1 (count)
Long grating total one-way shift: 3.40 um
Middle grating wavelength: 20.0 um
Middle grating wavenumber: 0.3142 1/um
Middle grating angular frequency: 0.7989 rad/ns
Middle grating frequency: 127.2 MHz
Middle grating period: 7.865 ns
Middle grating phase speed: 2.543 km/s
Middle amplitude left per period: 1.96 %
Short grating wavelength: 5.0 um
Short grating wavenumber: 1.2566 1/um
Short grating angular frequency: 3.7366 rad/ns
Short grating frequency: 594.7 MHz
Short grating period: 1.682 ns
Short grating phase speed: 2.973 km/s
Short amplitude left per period: 43.14 %
Middle grating sign changes in 20 ns: 5 (count)
Wavelength leaving 1/e per period: 5.93 um
Driven frequency: 10.0 MHz
Driven spatial wavelength: 103.1 um
Driven amplitude decay length: 17.5 um
Driven amplitude left per wavelength: 0.27 %
Assumed normal scattering time: 10.0 ps
Kinetic phonon speed: 5.196 km/s
Kinetic critical wavelength: 37.62 um
Kinetic threshold shift: -0.20 %
Short grating kinetic decay rate: 0.5568 1/ns
Short grating extra decay: 11.4 %
Assumed plate thickness: 100.0 um
Wall-layer thickness at threshold: 0.327 um
Rough-wall mean flux deficit: 0.65 %
Assumed beam radius: 500.0 um
Beam wavenumber spread/critical k: 2.40 %
Assumed base temperature: 100.0 K
Assumed heating: 1.0 K
Assumed inverse temperature power: 3.0 (no unit)
Heating shift of critical wavelength: -2.94 %
all assertions hold
```
